# Activation energy of silicon blistering from two anneals: a program that tests the result

```python
"""
Result under test: two blister onset times t1 (at T1) and t2 (at T2) give
    E = kB ln(t1/t2) / (1/T1 - 1/T2)
if t = t0 exp(E/(kB T)), with E and t0 independent of temperature.
E: apparent activation energy (eV), T: absolute temperature (K),
t0: prefactor (s), kB: Boltzmann constant (eV/K).
The onset times are model data for hydrogen-implanted silicon.
Also tested: independence of the growth law, error propagation, the effect
of the heating ramp, a 1/T factor in the onset time, and trapping.
"""
import numpy as np
from scipy.constants import k, e, zero_Celsius
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq

kB = k / e
T1, T2, T3 = (c + zero_Celsius for c in (450.0, 500.0, 400.0))
t1, t2 = 100.0, 10.0
D = 1 / T1 - 1 / T2


def apparent_energy(time1, time2, temp1=T1, temp2=T2):
    return kB * np.log(time1 / time2) / (1 / temp1 - 1 / temp2)


E = apparent_energy(t1, t2)
t0 = t1 * np.exp(-E / (kB * T1))
t3 = t0 * np.exp(E / (kB * T3))

# Equal progress at both anneals, solved as a root problem.
E_root = brentq(lambda en: t1 * np.exp(-en / (kB * T1))
                - t2 * np.exp(-en / (kB * T2)), 1.0, 3.0, xtol=1e-13)
assert abs(E_root - E) < 1e-6


# Onset times from integrated growth laws with a known barrier.
def onset_time(growth, temp, barrier, threshold):
    rate = 1e13 * np.exp(-barrier / (kB * temp))

    def reached(t, x):
        return x[0] - threshold
    reached.terminal = True
    sol = solve_ivp(lambda t, x: [rate * growth(x[0])], (0, 1e5), [0.0],
                    method="DOP853", events=reached, rtol=1e-9, atol=1e-11)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


barrier_in = 2.0
growth_laws = {"linear": lambda x: 1.0,
               "slowing": lambda x: 1 / (x + 0.1),
               "autocatalytic": lambda x: (0.01 + x) * (1 - x)}
recovered = {}
for name, law in growth_laws.items():
    recovered[name] = apparent_energy(onset_time(law, T1, barrier_in, 0.5),
                                      onset_time(law, T2, barrier_in, 0.5))
    assert abs(recovered[name] - barrier_in) < 1e-3

# Threshold proportional to 1/T: the extracted energy exceeds the barrier.
linear = growth_laws["linear"]
E_threshold = apparent_energy(onset_time(linear, T1, barrier_in, 0.5),
                              onset_time(linear, T2, barrier_in, 0.5 * T1 / T2))
prefactor_shift = kB * np.log(T2 / T1) / D
assert abs(E_threshold - barrier_in - prefactor_shift) < 1e-3

# Independent errors: linear propagation against random sampling.
time_error, temp_error = 0.10, 3.0
dE_time = kB / D * np.sqrt(2) * time_error
dE_temp = E / D * temp_error * np.sqrt(T1**-4 + T2**-4)
dE = np.hypot(dE_time, dE_temp)
rng = np.random.default_rng(1)
n = 200000
s1 = t1 * np.exp(time_error * rng.standard_normal(n))
s2 = t2 * np.exp(time_error * rng.standard_normal(n))
temp1 = T1 + temp_error * rng.standard_normal(n)
temp2 = T2 + temp_error * rng.standard_normal(n)
E_samples = apparent_energy(s1, s2, temp1, temp2)
dE_sampled = E_samples.std()
# Linear propagation omits second-order terms of a few percent.
assert abs(dE_sampled / dE - 1) < 0.05
t0_low, t0_high = np.percentile(
    s1 * np.exp(-E_samples / (kB * temp1)), [16, 84])
t3_low, t3_high = np.percentile(
    s1 * np.exp(E_samples / kB * (1 / T3 - 1 / temp1)), [16, 84])

# Common temperature offset.
offset = 10.0
offset_shift = apparent_energy(t1, t2, T1 + offset, T2 + offset) - E
offset_linear = E * offset * (1 / T1 + 1 / T2)
assert abs(offset_shift / offset_linear - 1) < 0.02

# Heating ramp, expressed as extra hold time at the plateau temperature.
T_start = 25.0 + zero_Celsius


def ramp_time(energy, temp, ramp):
    return quad(lambda x: np.exp(-energy / kB * (1 / x - 1 / temp)),
                T_start, temp, points=[temp - 100], epsabs=1e-11)[0] / ramp


def ramp_corrected_energy(ramp):
    return brentq(lambda en: en - apparent_energy(
        t1 + ramp_time(en, T1, ramp), t2 + ramp_time(en, T2, ramp)), 1.0, 3.0)


def total_progress(energy, temp, hold, ramp):
    clock = np.linspace(0, (temp - T_start) / ramp, 40001)
    history = T_start + ramp * clock
    heating = trapezoid(np.exp(-energy / (kB * history)), clock)
    return heating + hold * np.exp(-energy / (kB * temp))


fast, slow = 50.0, 10.0
extra1, extra2 = ramp_time(E, T1, fast), ramp_time(E, T2, fast)
extra1_est = kB * T1**2 / (E * fast)
extra2_est = kB * T2**2 / (E * fast)
# The estimate keeps the leading term; the next is about 2 kB T/E = 6 percent.
assert abs(extra1_est / extra1 - 1) < 0.08
assert abs(extra2_est / extra2 - 1) < 0.08
E_fast, E_slow = ramp_corrected_energy(fast), ramp_corrected_energy(slow)
for energy, ramp in ((E_fast, fast), (E_slow, slow)):
    ratio = (total_progress(energy, T1, t1, ramp)
             / total_progress(energy, T2, t2, ramp))
    assert abs(ratio - 1) < 1e-5
assert E_slow < E_fast < E

# Trapping: mean time for a free atom to move on, from a linear system.
Em, w = 0.5, 1e-3


def passage_time(temp, binding):
    hop = 1e13 * np.exp(-Em / (kB * temp))
    capture, escape = w * hop, hop * np.exp(-binding / (kB * temp))
    matrix = np.array([[hop + capture, -capture], [-escape, escape]])
    return np.linalg.solve(matrix, np.ones(2))[0]


T_mid = 2 / (1 / T1 + 1 / T2)
trap = {}
for binding in (1.7, 0.4):
    numeric = apparent_energy(passage_time(T1, binding),
                              passage_time(T2, binding))
    K = w * np.exp(binding / (kB * T_mid))
    formula = Em + binding * K / (1 + K)
    assert abs(numeric - formula) < 1e-3
    trap[binding] = (K, numeric, formula)
assert abs(trap[1.7][1] - (Em + 1.7)) < 1e-4
assert trap[0.4][1] < Em + 0.4 - 0.1

E_celsius = kB * np.log(t1 / t2) / (1 / 450.0 - 1 / 500.0)
assert 2.15 < E < 2.25

print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"T1, T2: {T1:.2f}, {T2:.2f} K")
print(f"onset times t1, t2: {t1:.0f}, {t2:.0f} s")
print(f"ln(t1/t2): {np.log(t1 / t2):.4f}")
print(f"1/T1, 1/T2: {1 / T1:.6e}, {1 / T2:.6e} 1/K")
print(f"D = 1/T1 - 1/T2: {D:.4e} 1/K")
print(f"apparent energy E: {E:.3f} eV = {E * e:.3e} J")
print(f"wrong E with Celsius in formula: {E_celsius:.3f} eV")
print(f"E/(kB T1): {E / (kB * T1):.2f}")
print(f"prefactor t0: {t0:.2e} s")
print(f"t0, 16-84 percent range: {t0_low:.1e} to {t0_high:.1e} s")
print(f"predicted onset at 400 C ({T3:.2f} K): {t3:.0f} s")
print(f"400 C, 16-84 percent range: {t3_low:.0f} to {t3_high:.0f} s")
print(f"barrier put into growth laws: {barrier_in:.3f} eV")
for name, value in recovered.items():
    print(f"recovered, {name} growth: {value:.4f} eV")
print(f"time error: {100 * time_error:.0f} percent each")
print(f"temperature error: {temp_error:.0f} K each")
print(f"dE from times: {dE_time:.3f} eV")
print(f"dE from temperatures: {dE_temp:.3f} eV")
print(f"dE combined, linear: {dE:.3f} eV")
print(f"dE combined, sampled: {dE_sampled:.3f} eV")
print(f"E shift, common +{offset:.0f} K offset: {offset_shift:+.3f} eV")
print(f"same shift, linear formula: {offset_linear:+.3f} eV")
print(f"ramp start: {T_start:.2f} K; rates: {fast:.0f}, {slow:.0f} K/s")
print(f"extra time at T1, {fast:.0f} K/s: {extra1:.3f} s")
print(f"  leading estimate: {extra1_est:.3f} s")
print(f"extra time at T2, {fast:.0f} K/s: {extra2:.3f} s")
print(f"  leading estimate: {extra2_est:.3f} s")
print(f"E corrected for {fast:.0f} K/s ramp: {E_fast:.3f} eV")
print(f"E corrected for {slow:.0f} K/s ramp: {E_slow:.3f} eV")
print(f"excess of E from 1/T factor: {prefactor_shift:.4f} eV")
print(f"  from integrated growth: {E_threshold - barrier_in:.4f} eV")
print(f"barrier after removing 1/T factor: {E - prefactor_shift:.3f} eV")
print(f"trap model Em: {Em:.1f} eV, w: {w:.3f}, T_mid: {T_mid:.2f} K")
for binding, (K, numeric, formula) in trap.items():
    print(f"Eb = {binding:.1f} eV: K at T_mid = {K:.3g}")
    print(f"  apparent energy, linear solve: {numeric:.4f} eV")
    print(f"  apparent energy, formula: {formula:.4f} eV")
print("done: every assertion held")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
T1, T2: 723.15, 773.15 K
onset times t1, t2: 100, 10 s
ln(t1/t2): 2.3026
1/T1, 1/T2: 1.382839e-03, 1.293410e-03 1/K
D = 1/T1 - 1/T2: 8.9429e-05 1/K
apparent energy E: 2.219 eV = 3.555e-19 J
wrong E with Celsius in formula: 0.893 eV
E/(kB T1): 35.60
prefactor t0: 3.44e-14 s
t0, 16-84 percent range: 7.2e-16 to 9.7e-13 s
predicted onset at 400 C (673.15 K): 1408 s
400 C, 16-84 percent range: 946 to 2221 s
barrier put into growth laws: 2.000 eV
recovered, linear growth: 2.0000 eV
recovered, slowing growth: 2.0000 eV
recovered, autocatalytic growth: 2.0000 eV
time error: 10 percent each
temperature error: 3 K each
dE from times: 0.136 eV
dE from temperatures: 0.189 eV
dE combined, linear: 0.233 eV
dE combined, sampled: 0.238 eV
E shift, common +10 K offset: +0.060 eV
same shift, linear formula: +0.059 eV
ramp start: 298.15 K; rates: 50, 10 K/s
extra time at T1, 50 K/s: 0.385 s
  leading estimate: 0.406 s
extra time at T2, 50 K/s: 0.439 s
  leading estimate: 0.464 s
E corrected for 50 K/s ramp: 2.180 eV
E corrected for 10 K/s ramp: 2.033 eV
excess of E from 1/T factor: 0.0644 eV
  from integrated growth: 0.0644 eV
barrier after removing 1/T factor: 2.154 eV
trap model Em: 0.5 eV, w: 0.001, T_mid: 747.31 K
Eb = 1.7 eV: K at T_mid = 2.91e+08
  apparent energy, linear solve: 2.2000 eV
  apparent energy, formula: 2.2000 eV
Eb = 0.4 eV: K at T_mid = 0.498
  apparent energy, linear solve: 0.6333 eV
  apparent energy, formula: 0.6330 eV
done: every assertion held
```
